# Conductivity and density-of-states masses of electrons in diamond: a numerical check

```python
"""
Result under test, for six ellipsoidal conduction valleys on the cubic axes:
    conductivity mass            m_c = 3 / (1/m_l + 2/m_t)
    total density-of-states mass m_d = 6**(2/3) * (m_l * m_t**2)**(1/3)
m_l, m_t : longitudinal and transverse mass of one valley, in units of m0.
m_c enters mobility = e*tau/m_c; m_d enters the effective density of states Nc.
The tests count box states and integrate the Boltzmann equation on a k grid.
Grid units: energy kT, mass m0, wave number sqrt(m0*kT)/hbar.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit, gamma as gamma_function

e, m0, hbar, h, kB = const.e, const.m_e, const.hbar, const.h, const.k
m_l, m_t = 1.56, 0.28

# Derived formulas
m_c = 3 / (1 / m_l + 2 / m_t)
m_valley = (m_l * m_t**2) ** (1 / 3)
m_d = 6 ** (2 / 3) * m_valley


def effective_density(mass, temperature):
    """Effective density of states in cm^-3 for a mass in units of m0."""
    return 2 * (2 * np.pi * mass * m0 * kB * temperature / h**2) ** 1.5 * 1e-6


def count_states(energy_eV, box_length, lattice_constant=0.357e-9):
    """Count spin states of a periodic box below energy_eV in six valleys."""
    spacing = 2 * np.pi / box_length
    centre = 0.76 * 2 * np.pi / lattice_constant
    reach = np.sqrt(2 * m_l * m0 * energy_eV * e) / hbar
    assert centre + reach < 2 * np.pi / lattice_constant
    half = int(reach / spacing) + 2
    total = 0
    for axis in range(3):
        for sign in (-1, 1):
            energy = 0.0
            for i in range(3):
                middle = sign * centre if i == axis else 0.0
                integers = np.arange(-half, half + 1) + round(middle / spacing)
                k = integers * spacing - middle
                mass = (m_l if i == axis else m_t) * m0
                shape = [1, 1, 1]
                shape[i] = -1
                energy = energy + (hbar**2 * k**2 / (2 * mass)).reshape(shape)
            total += 2 * np.count_nonzero(energy < energy_eV * e)
    return total


def transport(eta=-20.0, lowering=(0, 0, 0), alpha=0.0,
              tau_of_energy=None, tau_long=1.0):
    """Return density and inverse-mass tensor from sums over a k grid.
    eta: Fermi level over kT; lowering: valley-pair shifts over kT;
    alpha: nonparabolicity times kT; tau_long: longitudinal time ratio."""
    k_line = np.linspace(-11.25, 11.25, 91)
    k = np.meshgrid(k_line, k_line, k_line, indexing="ij", sparse=True)
    weight = 2 * 2 * (k_line[1] - k_line[0]) ** 3 / (2 * np.pi) ** 3
    density, tensor = 0.0, np.zeros((3, 3))
    for axis in range(3):
        mass = [m_l if i == axis else m_t for i in range(3)]
        energy = sum(k[i] ** 2 / (2 * mass[i]) for i in range(3))
        if alpha > 0:
            energy = (np.sqrt(1 + 4 * alpha * energy) - 1) / (2 * alpha)
        f = expit(eta + lowering[axis] - energy)
        slope = f * (1 - f)
        if tau_of_energy is not None:
            slope = slope * tau_of_energy(energy)
        slope = slope / (1 + 2 * alpha * energy) ** 2
        density += weight * f.sum()
        for i in range(3):
            for j in range(3):
                time = tau_long if j == axis else 1.0
                product = (k[i] / mass[i]) * (k[j] / mass[j]) * slope
                tensor[i, j] += weight * time * product.sum()
    return density, tensor / density


# Example inputs: rough regime of a phosphorus-doped diamond layer
T, T_cool = 500.0, 300.0
n = 1e15            # electrons, cm^-3
tau = 0.05e-12      # momentum relaxation time, s
field = 1e5         # V/m
tau_energy = 1e-12  # assumed energy relaxation time, s
alpha_eV = 0.3      # assumed nonparabolicity, 1/eV
tau_ratio = 0.8     # assumed longitudinal/transverse time ratio
shift_eV = 0.010    # assumed lowering of the two x valleys
breakdown = 1e9     # rough breakdown field, V/m
donor_eV, N_D, N_A = 0.57, 1e18, 1e17
kT = kB * T / e     # eV

# Density-of-states mass against an explicit count of box states
box = 200e-9
counts = []
for E_count in (0.05, 0.10):
    counted = count_states(E_count, box)
    predicted = box**3 * (2 * m_d * m0 * E_count * e) ** 1.5
    predicted /= 3 * np.pi**2 * hbar**3
    # finite box: surface states of the ellipsoid leave a small error
    assert abs(counted / predicted - 1) < 3e-3
    counts.append((counted, predicted))

# Nc and conductivity mass against the k-grid integrals
Nc, Nc_cool = effective_density(m_d, T), effective_density(m_d, T_cool)
grid_unit = (m0 * kB * T) ** 1.5 / hbar**3 * 1e-6
density, inverse_mass = transport()
Nc_grid = density * np.exp(20) * grid_unit
m_c_grid = 1 / inverse_mass[0, 0]
assert abs(Nc_grid / Nc - 1) < 1e-6
assert np.allclose(inverse_mass, np.eye(3) / m_c, atol=1e-6)
_, degenerate_tensor = transport(eta=2.0)
assert np.allclose(degenerate_tensor, np.eye(3) / m_c, atol=1e-5)

# Energy-dependent relaxation time: same mass, energy-weighted time
_, tensor = transport(tau_of_energy=lambda x: 1 / (1 + x))
tau_average = quad(lambda x: x**1.5 * np.exp(-x) / (1 + x), 0, np.inf)[0]
tau_average /= gamma_function(2.5)
assert np.allclose(tensor, np.eye(3) * tau_average / m_c, atol=1e-5)

# Example results
fermi_depth = kT * np.log(Nc / n)
n_grid = transport(eta=-fermi_depth / kT)[0] * grid_unit
assert abs(n_grid / n - 1) < 1e-4
mobility = e * tau / (m_c * m0) * 1e4
mobility_l = e * tau / (m_l * m0) * 1e4
mobility_t = e * tau / (m_t * m0) * 1e4
conductivity = e * n * mobility

# Degeneracy: leading correction, tested where it is large enough to see
eta_test = -3.0
density_test = transport(eta=eta_test)[0] * grid_unit
shortfall = 1 - density_test / (Nc * np.exp(eta_test))
assert abs(shortfall / (np.exp(eta_test) / 2**1.5) - 1) < 0.04
degeneracy = n / (2**1.5 * Nc)

# Nonparabolicity: first-order laws against the full k-grid integrals
a = alpha_eV * kT
density_np, tensor_np = transport(alpha=a)
Nc_rise = density_np / density - 1
mass_rise = 1 / tensor_np[0, 0] / m_c - 1
assert abs(Nc_rise - 15 * a / 4) < 5 * a**2
assert abs(mass_rise - 5 * a) < 5 * a**2

# Different relaxation times along and across a valley
_, tensor_tau = transport(tau_long=tau_ratio)
mobility_change = m_c * (tau_ratio / m_l + 2 / m_t) / 3 - 1
assert abs(tensor_tau[0, 0] * m_c - 1 - mobility_change) < 1e-6

# Strain lowers the two x valleys and changes the valley shares
w = np.exp(shift_eV / kT)
share_x = w / (w + 2)
mass_x = 1 / (share_x / m_l + (1 - share_x) / m_t)
_, tensor_strain = transport(lowering=(shift_eV / kT, 0, 0))
mass_y = 1 / tensor_strain[1, 1]
assert abs(tensor_strain[0, 0] * mass_x - 1) < 1e-6

# Field heating from the balance of Joule power and energy relaxation
heating = 2 * e * (mobility * 1e-4) * field**2 * tau_energy / (3 * kB)


def donor_electrons(temperature, degeneracy_factor):
    """Solve charge neutrality for compensated donors; result in cm^-3."""
    bands = effective_density(m_d, temperature)
    boltzmann = np.exp(donor_eV * e / (kB * temperature))

    def imbalance(log_n):
        electrons = np.exp(log_n)
        occupied = degeneracy_factor * electrons / bands * boltzmann
        return (electrons + N_A) / N_D - 1 / (1 + occupied)

    return np.exp(brentq(imbalance, 0, np.log(N_D), xtol=1e-12))


n_hot, n_cold = donor_electrons(T, 2), donor_electrons(T_cool, 2)
n_hot_12, n_cold_12 = donor_electrons(T, 12), donor_electrons(T_cool, 12)
freeze_law = (T_cool / T) ** 1.5 * np.exp(
    -donor_eV * e / kB * (1 / T_cool - 1 / T))
# the law neglects n against N_A, about one percent at the higher T
assert abs(n_cold / n_hot / freeze_law - 1) < 0.03

assert abs(m_c - 0.385) < 0.001 and abs(m_d - 1.64) < 0.005

print(f"longitudinal, transverse mass: {m_l:.2f}, {m_t:.2f} m0")
print(f"1/m_l, 2/m_t: {1/m_l:.4f}, {2/m_t:.4f} 1/m0")
print(f"conductivity mass m_c: {m_c:.4f} m0")
print(f"m_c from Boltzmann k-grid integral: {m_c_grid:.4f} m0")
print(f"m_l*m_t^2: {m_l*m_t**2:.6f} m0^3")
print(f"one-valley density-of-states mass: {m_valley:.4f} m0")
print(f"valley factor 6^(2/3): {6**(2/3):.4f}")
print(f"total density-of-states mass m_d: {m_d:.4f} m0")
print(f"m_d in kg: {m_d*m0:.4e} kg; m_c in kg: {m_c*m0:.4e} kg")
print(f"box edge for state count: {box*1e9:.0f} nm")
for E_count, pair in zip((0.05, 0.10), counts):
    print(f"states below {E_count:.2f} eV, counted: {pair[0]:d}, "
          f"formula: {pair[1]:.0f}")
print(f"temperature: {T:.0f} K; kT: {kT*1e3:.2f} meV")
print(f"electron density n: {n:.1e} cm^-3")
print(f"relaxation time: {tau*1e12:.3f} ps")
print(f"Nc at {T:.0f} K: {Nc:.3e} cm^-3; k-grid: {Nc_grid:.3e} cm^-3")
print(f"Nc at {T_cool:.0f} K: {Nc_cool:.3e} cm^-3")
print(f"Ec - EF: {fermi_depth:.3f} eV")
print(f"valley mobility along its axis: {mobility_l:.1f} cm2/Vs")
print(f"valley mobility across its axis: {mobility_t:.1f} cm2/Vs")
print(f"mobility from m_c: {mobility:.1f} cm2/Vs")
print(f"conductivity: {conductivity:.4f} S/cm")
print(f"mobility too small by m_d/m_c if m_d is used: {m_d/m_c:.2f} times")
print(f"Nc too small if m_c is used: {(m_d/m_c)**1.5:.2f} times")
print(f"time average for tau/(1+E/kT): {tau_average:.4f} tau")
print(f"degeneracy correction to density: {degeneracy:.1e} (relative)")
print(f"assumed nonparabolicity: {alpha_eV:.1f} 1/eV; a = {a:.5f}")
print(f"nonparabolic rise of Nc: {100*Nc_rise:.2f} %")
print(f"nonparabolic rise of m_c: {100*mass_rise:.2f} %")
print(f"assumed longitudinal/transverse time ratio: {tau_ratio:.2f}")
print(f"resulting mobility change: {100*mobility_change:.2f} %")
print(f"assumed lowering of x valleys: {shift_eV*1e3:.0f} meV")
print(f"share of electrons in x valleys: {share_x:.4f}")
print(f"strained mass along x, y: {mass_x:.4f}, {mass_y:.4f} m0")
print(f"field: {field*1e-5:.1f} kV/cm")
print(f"assumed energy relaxation time: {tau_energy*1e12:.1f} ps")
print(f"electron heating at this field: {heating:.2f} K")
print(f"electron heating estimate at ten times the field: {100*heating:.0f} K")
print(f"rough breakdown field: {breakdown*1e-8:.0f} MV/cm")
print(f"field/breakdown field: {field/breakdown:.1e}")
print(f"donor depth: {donor_eV:.2f} eV; N_D: {N_D:.1e}, N_A: {N_A:.1e} cm^-3")
print(f"donor model n, g=2, {T:.0f} K: {n_hot:.2e} cm^-3")
print(f"donor model n, g=2, {T_cool:.0f} K: {n_cold:.2e} cm^-3")
print(f"donor model n, g=12, {T:.0f} K: {n_hot_12:.2e} cm^-3")
print(f"donor model n, g=12, {T_cool:.0f} K: {n_cold_12:.2e} cm^-3")
print(f"freeze-out ratio n(300 K)/n(500 K), g=2: {n_cold/n_hot:.2e}")
print(f"freeze-out ratio from Nc*exp(-Ed/kT): {freeze_law:.2e}")
print("finished without a failed check")
```

Printed output:

```
longitudinal, transverse mass: 1.56, 0.28 m0
1/m_l, 2/m_t: 0.6410, 7.1429 1/m0
conductivity mass m_c: 0.3854 m0
m_c from Boltzmann k-grid integral: 0.3854 m0
m_l*m_t^2: 0.122304 m0^3
one-valley density-of-states mass: 0.4964 m0
valley factor 6^(2/3): 3.3019
total density-of-states mass m_d: 1.6390 m0
m_d in kg: 1.4930e-30 kg; m_c in kg: 3.5109e-31 kg
box edge for state count: 200 nm
states below 0.05 eV, counted: 852948, formula: 852337
states below 0.10 eV, counted: 2410716, formula: 2410772
temperature: 500 K; kT: 43.09 meV
electron density n: 1.0e+15 cm^-3
relaxation time: 0.050 ps
Nc at 500 K: 1.133e+20 cm^-3; k-grid: 1.133e+20 cm^-3
Nc at 300 K: 5.266e+19 cm^-3
Ec - EF: 0.501 eV
valley mobility along its axis: 56.4 cm2/Vs
valley mobility across its axis: 314.1 cm2/Vs
mobility from m_c: 228.2 cm2/Vs
conductivity: 0.0366 S/cm
mobility too small by m_d/m_c if m_d is used: 4.25 times
Nc too small if m_c is used: 8.77 times
time average for tau/(1+E/kT): 0.3438 tau
degeneracy correction to density: 3.1e-06 (relative)
assumed nonparabolicity: 0.3 1/eV; a = 0.01293
nonparabolic rise of Nc: 4.90 %
nonparabolic rise of m_c: 6.43 %
assumed longitudinal/transverse time ratio: 0.80
resulting mobility change: -1.65 %
assumed lowering of x valleys: 10 meV
share of electrons in x valleys: 0.3867
strained mass along x, y: 0.4101, 0.3741 m0
field: 1.0 kV/cm
assumed energy relaxation time: 1.0 ps
electron heating at this field: 1.77 K
electron heating estimate at ten times the field: 177 K
rough breakdown field: 10 MV/cm
field/breakdown field: 1.0e-04
donor depth: 0.57 eV; N_D: 1.0e+18, N_A: 1.0e+17 cm^-3
donor model n, g=2, 500 K: 9.07e+14 cm^-3
donor model n, g=2, 300 K: 6.30e+10 cm^-3
donor model n, g=12, 500 K: 1.52e+14 cm^-3
donor model n, g=12, 300 K: 1.05e+10 cm^-3
freeze-out ratio n(300 K)/n(500 K), g=2: 6.94e-05
freeze-out ratio from Nc*exp(-Ed/kT): 6.87e-05
finished without a failed check
```
